# Lang-Firsov treatment of the Holstein polaron: shift, narrowing and second order: test program

```python
# Holstein polaron, one electron, hbar = 1, zero-point energy dropped:
#   H = -t sum_{j,d} c+_{j+d} c_j + w sum b+b + g sum n_j (b_j + b+_j)
# a2 = (g/w)^2, Ep = g^2/w, z neighbours d, gam_k = sum_d exp(i k d),
# h(x) = exp(-x) sum_{N>=1} x^N/(N N!) = exp(-x) (Ei(x) - gamma_E - ln x).
# Result under test (Lang-Firsov transformation, second order in t):
#   E(k) = -Ep - t exp(-a2) gam_k - (t^2/w)[z h(2 a2) + (gam_k^2 - z) exp(-a2) h(a2)],
#   whose return term tends to -z t^2/(2 Ep) for a2 >> 1, and for the dimer the
#   third-order term -(t^3/w^2) exp(-a2) c3(2 a2) of the symmetric state.
# The independent side is diagonalization of the untransformed H. Tests use w = 1.
import numpy as np
import scipy.sparse as sp
import sympy as sy
from math import factorial, sqrt, exp, log, pi
from scipy.linalg import expm, eigh, eigvalsh, eigvalsh_tridiagonal
from scipy.special import expi, gammaln
from scipy.integrate import quad
from scipy import constants


def h(x):
    return exp(-x) * (expi(x) - np.euler_gamma - log(x))


def c3(x):
    pts = [p for p in (0.5, 2.0, 6.0, 20.0) if p < x]
    integral = quad(lambda y: (h(y) - h(x)) / (x - y), 0.0, x, points=pts, limit=300)[0]
    n = np.arange(1, int(x + 15 * sqrt(x) + 40))
    inv_sq = np.sum(np.exp(n * log(x) - x - gammaln(n + 1)) / n**2)
    return integral - inv_sq


def lowering(levels):
    return np.diag(np.sqrt(np.arange(1.0, levels)), 1)


def displacement_normal_ordered(a, levels):
    d = np.zeros((levels, levels))
    for m in range(levels):
        for n in range(levels):
            d[m, n] = exp(-a * a / 2) * sum(
                a**(m - j) * (-a)**(n - j) * sqrt(factorial(m) * factorial(n))
                / (factorial(j) * factorial(m - j) * factorial(n - j))
                for j in range(min(m, n) + 1))
    return d


def lowest(mat, weight):
    if mat.shape[0] < 1000:
        return eigvalsh(mat.toarray(), subset_by_index=[0, 0])[0]
    v = (np.random.default_rng(1).normal(size=mat.shape[0]) * weight).astype(mat.dtype)
    v /= np.linalg.norm(v)
    v_old, beta, al, be = np.zeros_like(v), 0.0, [], []
    for _ in range(140):
        w = mat @ v - beta * v_old
        alpha = np.vdot(v, w).real
        w -= alpha * v
        al.append(alpha)
        beta = np.linalg.norm(w)
        if beta < 1e-10:
            break
        be.append(beta)
        v_old, v = v, w / beta
    al, be = np.array(al), np.array(be)

    def ritz(n):
        return eigvalsh_tridiagonal(al[:n], be[:n - 1], lapack_driver='sterf').min()
    e = ritz(len(al))
    if len(al) == 140:
        assert abs(e - ritz(120)) < 5e-12, "Lanczos not converged"
    return e


class Cluster:
    """Cyclic cluster; phonon occupations are counted relative to the electron."""

    def __init__(self, sites, max_ph, hops, g):
        c = np.zeros((1, 0), dtype=np.int64)
        for _ in range(sites):
            cnt = max_ph - c.sum(axis=1) + 1
            val = np.arange(cnt.sum()) - np.repeat(np.cumsum(cnt) - cnt, cnt)
            c = np.column_stack([c[np.repeat(np.arange(len(c)), cnt)], val])
        self.c, self.dim, self.max_ph, self.hops = c, len(c), max_ph, hops
        self.wt = (max_ph + 1)**np.arange(sites - 1, -1, -1, dtype=np.int64)
        self.code, self.tot = c @ self.wt, c.sum(axis=1)
        self.number = sp.diags(self.tot.astype(float))
        self.h0 = (self.number + g * self.position(0)).tocsr()
        old = np.arange(self.dim)
        self.shift = {d: sp.csr_matrix(
            (np.ones(self.dim),
             (np.searchsorted(self.code, np.roll(c, -d, axis=1) @ self.wt), old)),
            shape=(self.dim, self.dim)) for d in hops}

    def position(self, r):
        old = np.nonzero(self.tot < self.max_ph)[0]
        new = np.searchsorted(self.code, self.code[old] + self.wt[r])
        up = sp.csr_matrix((np.sqrt(self.c[old, r] + 1.0), (new, old)),
                           shape=(self.dim, self.dim))
        return up + up.T

    def matrix(self, k, t):
        hop = None
        for d in self.hops:
            term = np.exp(-1j * k * d) * self.shift[d]
            hop = term if hop is None else hop + term
        if abs(hop.imag).max() < 1e-12:
            hop = hop.real
        return (self.h0 - t * hop).tocsr()

    def energy(self, k, t):
        return lowest(self.matrix(k, t), 0.7**self.tot)


def taylor_in_t(cluster, k, step, points):
    e0 = cluster.energy(k, 0.0)
    j = np.arange(1, points + 1)
    plus = np.array([cluster.energy(k, i * step) for i in j])
    minus = np.array([cluster.energy(k, -i * step) for i in j])
    vdm = np.vander(j**2.0, points, increasing=True)
    odd = np.linalg.solve(vdm, (plus - minus) / (2 * j * step))
    even = np.linalg.solve(vdm, ((plus + minus) / 2 - e0) / (j * step)**2)
    return e0, odd[0], even[0], odd[1] / step**2


# canonical transformation of the two-site model by matrix exponential
a, t, lv = 0.8, 0.37, 20
b, one = lowering(lv), np.eye(lv)
bs = [np.kron(b, one), np.kron(one, b)]
zero, idn = np.zeros((lv * lv, lv * lv)), np.eye(lv * lv)
nph = bs[0].T @ bs[0] + bs[1].T @ bs[1]
ham = np.block([[nph + a * (bs[0] + bs[0].T), -t * idn], [-t * idn, nph + a * (bs[1] + bs[1].T)]])
uni = expm(np.block([[a * (bs[0].T - bs[0]), zero], [zero, a * (bs[1].T - bs[1])]]))
dp, dm = displacement_normal_ordered(a, lv), displacement_normal_ordered(-a, lv)
formula = np.block([[nph - a * a * idn, -t * np.kron(dp, dm)],
                    [-t * np.kron(dm, dp), nph - a * a * idn]])
low = [s * lv * lv + m * lv + n for s in range(2) for m in range(4) for n in range(4)]
dev = np.abs((uni @ ham @ uni.T - formula)[np.ix_(low, low)]).max()
assert dev < 1e-9
print(f"transformed dimer, g/w={a}, t/w={t}: max deviation {dev:.1e} w")

# single site with occupation 1 and 2
a2 = 4.0
b = lowering(90)
ev1, vec1 = eigh(b.T @ b + sqrt(a2) * (b + b.T))
ev2 = eigvalsh(b.T @ b + 2 * sqrt(a2) * (b + b.T))
mean_ph = vec1[:, 0] @ (b.T @ b) @ vec1[:, 0]
assert np.allclose(ev1[:5], np.arange(5) - a2, atol=1e-9) and abs(ev2[0] + 4 * a2) < 1e-9
assert abs(vec1[0, 0]**2 - exp(-a2)) < 1e-12 and abs(mean_ph - a2) < 1e-9
assert abs(mean_ph - ev1[0] - 2 * a2) < 1e-9
print(f"site a2=4: E(n=1)={ev1[0]:.6f} w, E(n=2)={ev2[0]:.6f} w, E(2)-2E(1)={ev2[0]-2*ev1[0]:.6f} w")
print(f"site a2=4: phonons {mean_ph:.6f}, bare weight {vec1[0,0]**2:.6f}, frozen-hop cost {mean_ph-ev1[0]:.6f} w")

# intermediate-state sums against the exponential-integral form
for a2 in (0.3, 1.5, 4.0, 8.0):
    p = expm(sqrt(a2) * (b.T - b))[:, 0]**2
    tot = np.add.outer(np.arange(90), np.arange(90)).astype(float)
    tot[0, 0] = np.inf
    assert abs(np.sum(np.outer(p, p) / tot) - h(2 * a2)) < 1e-11
    assert abs(np.sum(p[1:] / np.arange(1, 90)) - h(a2)) < 1e-11
for x in (0.5, 2.0, 8.0, 16.0, 50.0, 200.0):
    rem = x * h(x) - 1 - 1 / x + exp(-x) * (1 + x) + exp(-x) * (1 + x + x * x / 2) / x
    assert 0 < rem < 8 / x**2
assert abs(rem * x * x - 2) < 0.05
for x in (4.0, 8.0, 16.0, 50.0):
    print(f"x={x:g}: x h(x) = {x*h(x):.5f}, 1+1/x = {1+1/x:.5f}")

# momentum-frame matrix against the real-space matrix
cl = Cluster(3, 6, [1, -1], 1.1)
eye = sp.identity(cl.dim)
full = sp.bmat([[cl.number + 1.1 * cl.position(i) if i == j else -0.6 * eye
                 for j in range(3)] for i in range(3)]).toarray()
union = np.sort(np.concatenate([eigvalsh(cl.matrix(2 * pi * n / 3, 0.6).toarray()) for n in range(3)]))
assert np.abs(union - eigvalsh(full)).max() < 1e-10

# Taylor coefficients in t from diagonalization
print("cluster z a2 k | dE/dt exact, formula | t^2 coeff exact, formula, -z/(2Ep) [1/w]")
cases = [("dimer", 2, 40, [1], 8.0, [0.0]),
         ("ring5", 5, 16, [1, -1], 1.5, [2.2]),
         ("ring3", 3, 38, [1, -1], 8.0, [0.7]),
         ("tetra", 4, 30, [1, -1, 2], 6.0, [0.0]),
         ("square5", 5, 16, [1, -1, 2, -2], 1.5, [0.0, 2 * pi / 5])]
for name, sites, max_ph, hops, a2, ks in cases:
    cl, z = Cluster(sites, max_ph, hops, sqrt(a2)), len(hops)
    for k in ks:
        gam = sum(np.exp(1j * k * d) for d in hops).real
        e0, first, second, _ = taylor_in_t(cl, k, 0.005, 2)
        f1 = -exp(-a2) * gam
        f2 = -(z * h(2 * a2) + (gam**2 - z) * exp(-a2) * h(a2))
        assert abs(e0 + a2) < 1e-8
        assert abs(first / f1 - 1) < 2e-5 and abs(second / f2 - 1) < 2e-5
        print(f"{name} {z} {a2:g} {k:.4f} | {first:.6e} {f1:.6e} | {second:.6f} {f2:.6f} {-z/(2*a2):.6f}")

# agreement with weak coupling at order g^2 t^2 on the chain
ts, ws, gs, ks_, qs, xs = sy.symbols('t w g k q x', positive=True)
den = 1 / (ws - 2 * ts * sy.cos(qs) + 2 * ts * sy.cos(ks_))
ser = sum(sy.diff(den, ts, n).subs(ts, 0) * ts**n / sy.factorial(n) for n in range(3))
weak = -2 * ts * sy.cos(ks_) - gs**2 * sy.integrate(sy.expand(ser), (qs, 0, 2 * sy.pi)) / (2 * sy.pi)
fser = lambda y: sum(y**n / (n * sy.factorial(n)) for n in range(1, 4))
lf = (-xs * ws - 2 * ts * sy.cos(ks_) * sy.exp(-xs) - ts**2 / ws * sy.exp(-2 * xs)
      * (2 * fser(2 * xs) + (4 * sy.cos(ks_)**2 - 2) * fser(xs)))
lf_lin = lf.subs(xs, 0) + sy.diff(lf, xs).subs(xs, 0) * gs**2 / ws**2
assert sy.simplify(sy.expand(weak - lf_lin)) == 0

# third order and the limit of the narrowing factor, dimer
third = taylor_in_t(Cluster(2, 24, [1], sqrt(2.0)), 0.0, 0.03, 3)[3]
assert abs(third / (-exp(-2.0) * c3(4.0)) - 1) < 1e-3
print(f"dimer a2=2: t^3 coeff exact {third:.6f}, formula {-exp(-2.0)*c3(4.0):.6f} 1/w^2")
assert abs(100 * c3(100.0) - log(100.0) - np.euler_gamma) < 0.05
print(f"x c3(x) at x=100: {100*c3(100.0):.4f}, ln x + gamma_E = {log(100.0)+np.euler_gamma:.4f}")
cl, t = Cluster(2, 40, [1], sqrt(8.0)), 2.0
es, ea = cl.energy(0.0, t), cl.energy(pi, t)
shift, ratio = (es + ea) / 2 + 8.0, (ea - es) / (2 * t * exp(-8.0))
assert abs(shift / (-t * t * h(16.0)) - 1) < 0.03 and ratio > 1.5
print(f"dimer a2=8, t=2w: shift exact {shift:.5f} w, second order {-t*t*h(16.0):.5f} w, -t^2/2Ep {-t*t/16:.5f} w")
print(f"dimer a2=8, t=2w: splitting/(2t exp(-a2)) = {ratio:.3f}, 1+t^2 c3 = {1+t*t*c3(16.0):.3f}, c3(16) = {c3(16.0):.4f}")

# worked example: chain, round model parameters
w, g, t, z = 50.0, 100.0, 10.0, 2
a2, ep = (g / w)**2, g * g / w
t1 = t * exp(-a2)
ret = -z * t * t / w * h(2 * a2)
t2 = t * t / w * exp(-a2) * h(a2)
kelvin = constants.e * 1e-3 / constants.k
print(f"example: w = {w:g} meV, g = {g:g} meV, t = {t:g} meV, z = {z}")
print(f"a2 = {a2:g}, Ep = {ep:g} meV, t/w = {t/w:g}, t/Ep = {t/ep:g}")
print(f"t^2 ln(2 a2)/(2 Ep w) = {t*t*log(2*a2)/(2*ep*w):.4f}")
print(f"exp(-a2) = {exp(-a2):.6f}, t exp(-a2) = {t1:.5f} meV")
print(f"bare bandwidth 4t = {4*t:g} meV, narrowed {4*t1:.5f} meV = {4*t1*kelvin:.3f} K")
print(f"f(a2) = {exp(a2)*h(a2):.4f}, h(a2) = {h(a2):.5f}")
print(f"f(2 a2) = {exp(2*a2)*h(2*a2):.3f}, h(2 a2) = {h(2*a2):.5f}")
print(f"return term = {ret:.5f} meV")
print(f"-z t^2/(2Ep) = {-z*t*t/(2*ep):.5f} meV, times 1+1/(2 a2): {-z*t*t/(2*ep)*(1+1/(2*a2)):.5f} meV")
print(f"second-neighbour hopping t2 = {t2:.5f} meV")
cl = Cluster(5, 20, [1, -1], g / w)
print(f"twisted 5-site ring, at most {cl.max_ph} phonons, {cl.dim} states per k")
exact = {}
for label, k in (("0", 0.0), ("pi/2", pi / 2), ("pi", pi)):
    exact[label] = w * cl.energy(k, t / w)
    first = -ep - 2 * t1 * np.cos(k)
    second = first + ret - 2 * t2 * np.cos(2 * k)
    assert abs(second - exact[label]) < 0.03 < abs(first - exact[label])
    print(f"E({label}): first order {first:.4f}, second order {second:.4f}, exact {exact[label]:.4f} meV")
width = exact["pi"] - exact["0"]
assert abs(width / (4 * t1) - 1) < 0.04
print(f"exact bandwidth = {width:.5f} meV = {width*kelvin:.3f} K, ratio to first order {width/(4*t1):.4f}")
dk = 0.05
mass_exact = t * dk * dk / (w * cl.energy(dk, t / w) - exact["0"])
mass1, mass2 = exp(a2), exp(a2) / (1 + 4 * t / w * h(a2))
assert abs(mass2 / mass_exact - 1) < 0.10 and abs(mass2 - mass_exact) < abs(mass1 - mass_exact)
print(f"1 + 4 (t/w) h(a2) = {1+4*t/w*h(a2):.4f}")
print(f"m*/m0: first order {mass1:.2f}, second order {mass2:.2f}, exact {mass_exact:.2f}")
print("done: every assertion held")
```

It prints:

```
transformed dimer, g/w=0.8, t/w=0.37: max deviation 1.5e-14 w
site a2=4: E(n=1)=-4.000000 w, E(n=2)=-16.000000 w, E(2)-2E(1)=-8.000000 w
site a2=4: phonons 4.000000, bare weight 0.018316, frozen-hop cost 8.000000 w
x=4: x h(x) = 1.29436, 1+1/x = 1.25000
x=8: x h(x) = 1.17472, 1+1/x = 1.12500
x=16: x h(x) = 1.07234, 1+1/x = 1.06250
x=50: x h(x) = 1.02085, 1+1/x = 1.02000
cluster z a2 k | dE/dt exact, formula | t^2 coeff exact, formula, -z/(2Ep) [1/w]
dimer 1 8 0.0000 | -3.354626e-04 -3.354626e-04 | -0.067021 -0.067021 -0.062500
ring5 2 1.5 2.2000 | 2.626247e-01 2.626247e-01 | -0.751329 -0.751329 -0.666667
ring3 2 8 0.7000 | -5.131519e-04 -5.131519e-04 | -0.134059 -0.134059 -0.125000
tetra 3 6 0.0000 | -7.436257e-03 -7.436257e-03 | -0.278770 -0.278770 -0.250000
square5 4 1.5 0.0000 | -8.925207e-01 -8.925206e-01 | -3.029806 -3.029806 -1.333333
square5 4 1.5 1.2566 | 2.231302e-01 2.231302e-01 | -1.298258 -1.298258 -1.333333
dimer a2=2: t^3 coeff exact -0.012482, formula -0.012482 1/w^2
x c3(x) at x=100: 5.1940, ln x + gamma_E = 5.1824
dimer a2=8, t=2w: shift exact -0.26858 w, second order -0.26808 w, -t^2/2Ep -0.25000 w
dimer a2=8, t=2w: splitting/(2t exp(-a2)) = 2.138, 1+t^2 c3 = 1.820, c3(16) = 0.2050
example: w = 50 meV, g = 100 meV, t = 10 meV, z = 2
a2 = 4, Ep = 200 meV, t/w = 0.2, t/Ep = 0.05
t^2 ln(2 a2)/(2 Ep w) = 0.0104
exp(-a2) = 0.018316, t exp(-a2) = 0.18316 meV
bare bandwidth 4t = 40 meV, narrowed 0.73263 meV = 8.502 K
f(a2) = 17.6674, h(a2) = 0.32359
f(2 a2) = 437.723, h(2 a2) = 0.14684
return term = -0.58736 meV
-z t^2/(2Ep) = -0.50000 meV, times 1+1/(2 a2): -0.56250 meV
second-neighbour hopping t2 = 0.01185 meV
twisted 5-site ring, at most 20 phonons, 53130 states per k
E(0): first order -200.3663, second order -200.9774, exact -200.9872 meV
E(pi/2): first order -200.0000, second order -200.5637, exact -200.5639 meV
E(pi): first order -199.6337, second order -200.2448, exact -200.2368 meV
exact bandwidth = 0.75041 meV = 8.708 K, ratio to first order 1.0243
1 + 4 (t/w) h(a2) = 1.2589
m*/m0: first order 54.60, second order 43.37, exact 41.20
done: every assertion held
```
